# Permeability of a Coating Filled with Impermeable Spheres, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one sphere to a dispersion

A polymer coating slows the passage of water to the surface beneath it. Oxide particles that water cannot enter are mixed into the polymer to slow it further. The problem is to find how much the steady flux falls when equal spheres of radius $a$ occupy a volume fraction $f$, and to find out how far the answer can be trusted.

The coating is a slab between $z=0$ and $z=L$, with $L$ much larger than $a$. The spheres touch the polymer everywhere, there are no voids, and the flow is steady. The polymer, called the matrix, is uniform and isotropic.

### (a) The equation for the permeant

**Question.** Which quantity drives the flux across an interface between two materials, what equation does it obey in the matrix, and what conditions hold at a particle surface?

**Solution.** Let $u$ be the activity of the permeant: for water, the relative humidity with which the material would be in local equilibrium, so that $u=1$ at saturation. Sorption is taken as linear, so the concentration is $c=Su$, where $S$ is the concentration at saturation. With a constant diffusivity $D$, Fick's law reads

$$
\mathbf j=-D\nabla c=-DS\,\nabla u=-P\,\nabla u,\qquad P=DS .
$$

The product $P$ is the permeability. Two materials in contact at local equilibrium share the same $u$, while their concentrations differ if their values of $S$ differ. This is why $u$ is the convenient variable.

In steady state nothing accumulates, so $\nabla\cdot\mathbf j=0$. In the matrix $P=P_m$ is constant and can be divided out:

$$
\nabla^2u=0 .
$$

At a surface between matrix and particle, $u$ is continuous and so is the normal flux $-P\,\partial u/\partial n$. If the particle is impermeable, no flux enters it, and the only condition needed on the matrix side is $\partial u/\partial n=0$.

The effective permeability $P$ of the filled slab is defined by its flux $J$ in the $z$ direction when its faces are held at activities $u_0$ and $u_L$:

$$
J=-P\,\bar G,\qquad \bar G=\frac{u_L-u_0}{L},\qquad K=\frac{P}{P_m}.
$$

The number sought is $K$. It compares filled and unfilled coatings of the same thickness, with the same activities at their faces.

### (b) One sphere in a uniform gradient

**Question.** A single sphere of relative permeability $\lambda=P_{\rm sphere}/P_m$ sits at the origin of an unbounded matrix. Far away $u\to Gz$. Find $u$, and then specialize to an impermeable sphere.

**Solution.** The far field is $Gr\cos\theta$, with $\theta$ measured from the $z$ axis. A sphere has no preferred direction of its own, so try $u=g(r)\cos\theta$ everywhere. Since the angular part of the Laplacian multiplies $\cos\theta$ by $-2/r^2$, the radial function obeys

$$
g''+\frac{2}{r}g'-\frac{2}{r^2}g=0 .
$$

Putting $g=r^n$ gives $n(n-1)+2n-2=0$, that is $n^2+n-2=(n-1)(n+2)=0$. The solutions are $r$ and $r^{-2}$. Inside the sphere $r^{-2}$ is excluded, because it diverges at the centre. Outside, the coefficient of $r$ must be $G$. Therefore

$$
u_{\rm in}=CG\,r\cos\theta,\qquad
u_{\rm out}=G\left(r-\beta\frac{a^3}{r^2}\right)\cos\theta ,
$$

with two unknown numbers $C$ and $\beta$. Continuity of $u$ at $r=a$ gives

$$
1-\beta=C .
$$

The radial derivative of $-\beta a^3/r^2$ is $+2\beta a^3/r^3$, so continuity of the normal flux gives

$$
1+2\beta=\lambda C=\lambda(1-\beta).
$$

Collecting the terms in $\beta$, $\beta(2+\lambda)=\lambda-1$, so

$$
\beta=\frac{\lambda-1}{\lambda+2},\qquad C=\frac{3}{\lambda+2}.
$$

No other solution exists. The difference $w$ of two solutions would vanish far away at least as fast as $1/r$. Multiplying $\nabla\cdot(p\nabla w)=0$ by $w$, where $p$ is the local permeability, and integrating by parts over a large ball of radius $R$ gives $\int p|\nabla w|^2dV$ equal to a surface term of order $R^2\cdot R^{-1}\cdot R^{-2}$, which tends to zero. Hence $\nabla w=0$ wherever $p>0$, and $w$, which vanishes far away, is zero there. For an impermeable sphere only the field in the matrix is fixed, and only that field is needed.

For an impermeable sphere the flux condition is $1+2\beta=0$, so $\beta=-\tfrac12$ and

$$
u=Gz\left(1+\frac{a^3}{2r^3}\right),\qquad r\ge a .
$$

The added term is the field of a dipole. Its effect on the local gradient depends on direction. On the $z$ axis, above the sphere, $u=G(z+a^3/2z^2)$, while in the equatorial plane, at distance $\rho$ from the centre, the bracket is stationary in $z$. Thus

$$
\left.\frac{\partial u}{\partial z}\right|_{\rm axis}=G\left(1-\frac{a^3}{z^3}\right),\qquad
\left.\frac{\partial u}{\partial z}\right|_{\rm equator}=G\left(1+\frac{a^3}{2\rho^3}\right).
$$

The flow is stopped at the poles and reaches $3/2$ of its far value beside the equator. The sphere shadows the region before and behind it and crowds the flow at its sides.

### (c) What one sphere tells about many

**Question.** Express $K$ exactly through the activity on the particle surfaces. Then use (b) to find $K$ for a very dilute dispersion.

**Solution.** Let $V$ be the volume of the slab. Its side walls are far away and carry no flux. First, the flux $J$ through a face equals the volume average of $j_z$. This follows from $\nabla\cdot(z\mathbf j)=j_z+z\nabla\cdot\mathbf j=j_z$. Integrated over the matrix, the left side becomes a surface integral of $z\,\mathbf j\cdot\mathbf n$. It vanishes on the particles and at $z=0$, and at $z=L$ it gives $L$ times the total flow. Dividing by $V$,

$$
J=\frac1V\int_{\rm matrix}j_z\,dV=-\frac{P_m}{V}\int_{\rm matrix}\frac{\partial u}{\partial z}\,dV .
$$

The last integral is also a surface integral, over the slab boundary and over the particle surfaces $S_i$. With $\mathbf n$ pointing out of each particle, and so into the matrix, the particle terms carry a minus sign:

$$
\int_{\rm matrix}\frac{\partial u}{\partial z}\,dV
=V\bar G-\sum_i\oint_{S_i}u\,n_z\,dS .
$$

The slab boundary has supplied $V\bar G$, because $n_z=\pm1$ on the two faces and $n_z=0$ on the side walls. Comparing with $J=-KP_m\bar G$,

$$
K=1-\frac{1}{V\bar G}\sum_i\oint_{S_i}u\,n_z\,dS .
$$

No approximation has been made about the spacing of the particles.

Now suppose that a sphere responds to a uniform local gradient $G$. By (b), its surface activity is $\tfrac32Ga\cos\theta$, apart from a constant that integrates to zero. Since $n_z=\cos\theta$ and the average of $\cos^2\theta$ over a sphere is $\tfrac13$,

$$
\oint u\,n_z\,dS=\frac32Ga\cdot\frac{4\pi a^2}{3}=\frac32\,G\,v,\qquad v=\frac{4\pi a^3}{3}.
$$

There are $fV/v$ spheres, so

$$
K=1-\frac32f\,\frac{G}{\bar G}.
$$

When the spheres are far apart, $G$ approaches $\bar G$. A neighbour at distance $d$ changes the local gradient by a fraction of order $a^3/d^3$, which is of order $f$ for well-separated particles. Distant neighbours are more numerous, but the change in gradient made by a dipole has both signs and averages to zero over a full spherical shell, so the combined change also stays of order $f$. Multiplied by the prefactor $f$, this alters $K$ at order $f^2$. The dilute result is therefore

$$
K=1-\frac32f+O(f^2).
$$

Of the coefficient $\tfrac32$, the part $1$ is the matrix volume removed. The remaining $\tfrac12$ is the fall of the mean gradient in the matrix that is left, caused by the detour round the spheres.

### (d) Closing the problem with an equivalent sphere

**Question.** Place $N$ of the spheres at random in a large ball of radius $b$, surrounded by pure matrix. Let each respond to the applied gradient $G$ alone. Find the relative permeability $K$ of a homogeneous ball of the same radius that disturbs the outside field equally. Give the result for general $\lambda$ and for impermeable spheres.

**Solution.** By (b), a sphere centred at $\mathbf s$ adds to the activity at an outside point $\mathbf x$ the term

$$
-\beta Ga^3\,\frac{(\mathbf x-\mathbf s)_z}{|\mathbf x-\mathbf s|^3}
=-\beta Ga^3\,\frac{\partial}{\partial s_z}\frac{1}{|\mathbf x-\mathbf s|}.
$$

Regarded as a function of $\mathbf s$, this is a derivative of the harmonic function $1/|\mathbf x-\mathbf s|$. It is therefore harmonic wherever $\mathbf s\ne\mathbf x$. The average of a harmonic function over a spherical shell does not change with the shell's radius, because its rate of change is the mean normal derivative, which vanishes by Gauss's theorem. Shrinking the shell to a point shows that the average is the value at the centre. The same then holds for an average over a ball.

If the centres are spread evenly over a ball about the origin, the mean outside field of the $N$ spheres is thus that of a single dipole at the origin:

$$
u=Gz-N\beta a^3\,\frac{Gz}{r^3}.
$$

It does not matter that the centres must stay a distance $a$ inside the large ball, since the average over the slightly smaller ball has the same value.

A homogeneous ball of relative permeability $K$ and radius $b$ produces, again by (b),

$$
u=Gz-\frac{K-1}{K+2}\,b^3\,\frac{Gz}{r^3}.
$$

The two fields agree if the dipole strengths agree. The volume fraction in the ball is $f=Na^3/b^3$, so

$$
\frac{K-1}{K+2}=f\beta .
$$

Multiplying out, $K-1=f\beta K+2f\beta$. Collecting $K$,

$$
K=\frac{1+2f\beta}{1-f\beta}.
$$

For impermeable spheres $\beta=-\tfrac12$, which gives

$$
K=\frac{1-f}{1+f/2}=\frac{2(1-f)}{2+f}.
$$

This is Maxwell's formula for the permeability ratio.

### (e) How much of the formula is secured?

**Question.** Expand the formula in $f$ and compare it with (c). Which local gradient does it assign to each sphere?

**Solution.** Since $(1+f/2)^{-1}=1-f/2+f^2/4-\dots$,

$$
K=(1-f)\left(1-\frac f2+\frac{f^2}{4}-\dots\right)
=1-\frac32f+\frac34f^2-\frac38f^3+\dots
$$

The linear term agrees with (c). The later terms do not follow from the one-sphere calculation. They come from the added assumption that a cluster may be replaced by a homogeneous ball while its members respond to the applied gradient alone.

The assumption can be restated. Inside the homogeneous ball the mean gradient is $\bar G=3G/(K+2)$, from the value of $C$ in (b). With the formula for $K$,

$$
K+2=\frac{2-2f+4+2f}{2+f}=\frac{6}{2+f},\qquad
\frac{G}{\bar G}=\frac{K+2}{3}=\frac{2}{2+f}.
$$

Each sphere therefore responds to a gradient slightly smaller than the overall mean. Put into the relation of (c), this gives $K=1-3f/(2+f)=2(1-f)/(2+f)$ again, so the two routes agree.

The same gradient has a direct meaning. The mean gradient in the matrix alone is $K\bar G/(1-f)$, because the matrix carries all the flux and fills a fraction $1-f$ of the volume. The formula makes this $2\bar G/(2+f)$, equal to $G$. The closure thus lets every sphere respond to the average gradient of the matrix around it. That is a mean-field statement, and it contains no information on where the neighbours are.

## Second half: validity and a filled coating

The symbols carried over are these. The activity $u$ drives the flux $-P\nabla u$; the matrix has permeability $P_m$; $K=P/P_m$ is the relative permeability of the filled material; and $\bar G$ is the mean gradient. Spheres of radius $a$ fill a volume fraction $f$. A sphere of relative permeability $\lambda$ has dipole factor $\beta=(\lambda-1)/(\lambda+2)$, equal to $-\tfrac12$ if it is impermeable. The equivalent-sphere closure gave

$$
K=\frac{1+2f\beta}{1-f\beta},\qquad
K_0(f)=\frac{2(1-f)}{2+f}\quad\text{for impermeable spheres},
$$

where the name $K_0$ is introduced for later use. Only its expansion to first order, $1-\tfrac32f$, was secured by the one-sphere calculation. For spheres that each respond to a uniform local gradient $G$, $K=1-\tfrac32f\,G/\bar G$.

### (f) A geometry that obeys the formula at any filling

**Question.** An impermeable core of radius $a$ is surrounded by a concentric shell of matrix with outer radius $b$. In what uniform medium can this coated sphere be embedded without disturbing a uniform gradient outside it?

**Solution.** In the shell, the radial function is $g=Ar+B/r^2$. No flux enters the core, so $g'(a)=A-2B/a^3=0$ and $B=Aa^3/2$. Write $\varphi=a^3/b^3$ for the core's share of the volume. At the outer surface

$$
g(b)=Ab\left(1+\frac{\varphi}{2}\right),\qquad g'(b)=A(1-\varphi).
$$

Let the surrounding medium have permeability $KP_m$ and the undisturbed activity $Gz$. Continuity of activity requires $A(1+\varphi/2)=G$. Continuity of flux requires $A(1-\varphi)=KG$. Dividing the second condition by the first,

$$
K=\frac{1-\varphi}{1+\varphi/2}=K_0(\varphi).
$$

A medium with this permeability does not register the presence of the coated sphere. One may therefore replace a ball of the medium by a coated sphere, then another ball elsewhere, and so on, with coated spheres of many sizes but the same $\varphi$. The flux outside them never changes. When they fill the space, nothing of the original medium remains, and the material consists of matrix and impermeable cores with $f=\varphi$. Its relative permeability is $K_0(f)$ at any $f$ between 0 and 1.

This also explains the limit $K_0\to0$ as $f\to1$. It belongs to the assemblage with a wide range of sizes, in which every core keeps its own thin skin of matrix. Equal spheres touch well before they fill space, so the limit has no meaning for them.

### (g) The effect of arrangement

**Question.** Equal impermeable spheres are placed on a periodic array whose cell has width $w$ across the flux and height $hw$ along it. Use the gradients found in (b) to estimate how $h$ changes the term in $f^2$. Compare the estimate with the full solution of the boundary-value problem.

The closure formula $K_0(f)=2(1-f)/(2+f)$ has been derived for impermeable spheres, confirmed to first order in $f$ by the one-sphere calculation, and shown to hold at any filling for an assemblage of coated spheres of many sizes. It remains to answer the question just posed about arrangement, and then to apply the formula to a filled epoxy coating and estimate the effects of imperfect contact and other neglected features.
